**Numerical tests of the massless one-loop QED form factor**

The program tests $F-1=(\alpha/4\pi)(\mu^2/Q^2)^\epsilon[-2/\epsilon^2-3/\epsilon-8+\pi^2/6+O(\epsilon)]$ and its continuation to $q^2=s>0$. Here $Q^2=-q^2$, $d=4-2\epsilon$, $\mu$ is the $\overline{\mathrm{MS}}$ scale and $\alpha$ is the fine-structure constant. Explicit Dirac matrices in 4, 6 and 8 dimensions confirm the projected numerator, with a largest deviation of $2.7\times10^{-15}$, measured relative to $1+|N|$ where $N$ is the numerator from the matrices. The program asserts that Feynman-parameter quadrature, done without the reduction to bubble and triangle, agrees with the closed form; at $\epsilon=-0.4$ both give $-9.43694510$. The two-particle cut independently gives the timelike imaginary part, and a dispersion relation then gives the real part. Laurent coefficients extrapolated from these data agree with the formulas within the asserted tolerance of $2\times10^{-4}$. For equal $|q^2|$, the output gives $|F(s)|^2/|F(-s)|^2-1=0.011463$ at order $\alpha$.

## Numerical check

```python
"""Massless one-loop QED form factor, d = 4 - 2 eps, MS-bar scale mu.
Result under test (spacelike, Q2 = -q^2 > 0):
  F - 1 = alpha/(4 pi) (mu^2/Q2)^eps [-2/eps^2 - 3/eps - 8 + pi^2/6 + O(eps)]
and for q^2 = s > 0 the same with Q2 -> s exp(-i pi).
D0 = k^2, D1 = (k+p)^2, D2 = (k+p')^2 are the propagator denominators.
'Bracket' means (F - 1) / [alpha/(4 pi)], at Q2 = mu^2 unless stated.
"""
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad
from scipy.special import gamma, roots_jacobi

pi = np.pi
euler = np.euler_gamma
rng = np.random.default_rng(7)


def numerator(D0, D1, D2, Q2, d):
    """Projected Dirac numerator of the vertex diagram."""
    return (2*Q2 + 2*(D1 + D2) - (8 - d)*D0
            + 2*(D1 - D0)*(D2 - D0)/Q2)


def bracket(eps):
    """Derived closed form for all eps."""
    G = gamma(1 + eps)*gamma(1 - eps)**2/gamma(1 - 2*eps)
    return (-np.exp(euler*eps)*G*(2 - eps + 2*eps**2)
            / (eps**2*(1 - 2*eps)))


# --- Dirac algebra with explicit matrices in integer dimensions ---
def dirac_matrices(d):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0 + 0j, -1.0])
    mats = []
    m = d//2
    for j in range(m):
        for s in (sx, sy):
            M = np.eye(1, dtype=complex)
            for i in range(m):
                M = np.kron(M, sz if i < j else (s if i == j else np.eye(2)))
            mats.append(M)
    return [mats[0]] + [1j*M for M in mats[1:]]


numerator_error = 0.0
for d in (4, 6, 8):
    g = dirac_matrices(d)
    metric = np.array([1.0] + [-1.0]*(d - 1))

    def slash(v):
        return sum(metric[a]*v[a]*g[a] for a in range(d))

    def dot(u, v):
        return float(np.sum(metric*u*v))

    def lightlike():
        n = rng.normal(size=d - 1)
        return np.concatenate(([np.linalg.norm(n)], n))

    p, pp = lightlike(), lightlike()
    Q2 = 2*dot(p, pp)
    tree = sum(metric[m]*np.trace(slash(pp) @ g[m] @ slash(p) @ g[m])
               for m in range(d))

    def matrix_numerator(k):
        A, B = slash(pp + k), slash(p + k)
        total = 0
        for m in range(d):
            mid = A @ g[m] @ B
            inner = sum(metric[a]*g[a] @ mid @ g[a] for a in range(d))
            total += metric[m]*np.trace(slash(pp) @ inner @ slash(p) @ g[m])
        return (total/tree).real

    for _ in range(3):
        k = rng.normal(size=d)
        direct = matrix_numerator(k)
        formula = numerator(dot(k, k), dot(k + p, k + p),
                            dot(k + pp, k + pp), Q2, d)
        error = abs(direct - formula)/(1 + abs(direct))
        numerator_error = max(numerator_error, error)
        assert error < 1e-9
    # coefficient of l^2 after averaging over directions
    zero = matrix_numerator(np.zeros(d))
    unit = np.eye(d)
    c_l2 = sum(metric[a]*(matrix_numerator(unit[a])
               + matrix_numerator(-unit[a]) - 2*zero)/2 for a in range(d))/d
    assert abs(c_l2 - (d - 2)**2/d) < 1e-8
    # propagator identity behind the Ward identity
    v = rng.normal(size=d)
    v[0] += 6.0
    S = np.linalg.inv(slash(v))
    h = 1e-5
    for a in range(d):
        diff = (np.linalg.inv(slash(v + h*unit[a]))
                - np.linalg.inv(slash(v - h*unit[a])))/(2*h)
        assert np.allclose(diff, -S @ (metric[a]*g[a]) @ S, atol=1e-7)

# --- Euclidean momentum integrals by radial quadrature ---
d, Delta = 2.6, 0.7
area = 2*pi**(d/2)/gamma(d/2)/(2*pi)**d
i0 = area*quad(lambda r: r**(d - 1)/(r*r + Delta)**3, 0, np.inf)[0]
i2 = area*quad(lambda r: r**(d + 1)/(r*r + Delta)**3, 0, np.inf)[0]
f0 = gamma(3 - d/2)/2*Delta**(d/2 - 3)/(4*pi)**(d/2)
f2 = d/4*gamma(2 - d/2)*Delta**(d/2 - 2)/(4*pi)**(d/2)
assert abs(i0/f0 - 1) < 1e-6 and abs(i2/f2 - 1) < 1e-6


# --- Unreduced Feynman-parameter integral, eps < 0 ---
def parametric(eps):
    """Returns the full bracket and its ultraviolet (l^2) part."""
    a, b = -1 - eps, -1 - 2*eps
    u, wu = roots_jacobi(12, a, a)
    v, wv = roots_jacobi(12, 0, b)
    t, wt = (1 + u)/2, wu*2.0**(-1 - 2*a)
    s, ws = (1 + v)/2, wv*2.0**(-1 - b)
    s, t = s[:, None], t[None, :]
    w = ws[:, None]*wt[None, :]
    x, y = s*t, s*(1 - t)
    dim = 4 - 2*eps
    N0 = numerator(x*y, -(1 - x)*y, -(1 - y)*x, 1.0, dim)
    infrared = -gamma(1 + eps)*np.sum(w*N0)
    ultraviolet = (dim - 2)**2/2*gamma(eps)*np.sum(w*x*y)
    scale = np.exp(euler*eps)
    return scale*(infrared + ultraviolet), scale*ultraviolet


for e in (-0.2, -0.4, -0.7):
    assert abs(parametric(e)[0]/bracket(e) - 1) < 1e-9
uv_pole = -1e-5*parametric(-1e-5)[1]
assert abs(uv_pole - 1) < 1e-3


# --- Two-particle cut: imaginary part for timelike momentum ---
def cut(eps):
    u, w = roots_jacobi(12, -eps, -1 - eps)
    z = (1 + u)/2
    integral = 2.0**(2*eps)*np.sum(w*(2 - (4 + 2*eps)*z + 2*z*z))
    return pi*np.exp(euler*eps)/gamma(1 - eps)*integral


for e in (-0.2, -0.4, -0.7):
    continued = bracket(e)*np.exp(1j*pi*e)
    assert abs(cut(e)/continued.imag - 1) < 1e-9

# principal-value dispersion integral of x^(-eps)/(x-1), folded to (0,1)
for e in (0.3, 0.4):
    pv = quad(lambda x: (1 - x**(1 - 2*e))/(1 - x), 0, 1,
              weight='alg', wvar=(e - 1, 0), limit=200)[0]
    assert abs(pv - pi/np.tan(pi*e)) < 1e-5

# --- Laurent coefficients extrapolated from quadrature data ---
nodes = -0.02*np.arange(1, 11)


def laurent(values):
    """Coefficients of eps^-2, eps^-1, eps^0 by polynomial interpolation."""
    scale = 0.2
    V = np.vander(nodes/scale, increasing=True)
    c = np.linalg.solve(V.astype(complex), nodes**2*values)
    return c[:3]/scale**np.arange(3)


space_data = np.array([parametric(e)[0] for e in nodes])
cut_data = np.array([cut(e) for e in nodes])
time_data = cut_data/np.tan(pi*nodes) + 1j*cut_data
space_fit, time_fit = laurent(space_data), laurent(time_data)
space_formula = np.array([-2, -3, -8 + pi**2/6])
time_formula = np.array([-2, -3 - 2j*pi, -8 + 7*pi**2/6 - 3j*pi])
# extrapolation to eps = 0 amplifies rounding, hence 2e-4
assert np.max(abs(space_fit - space_formula)) < 2e-4
assert np.max(abs(time_fit - time_formula)) < 2e-4

# --- Worked example ---
Q, mu = 100.0, 10.0
L = np.log(Q**2/mu**2)


def expanded(log):
    return np.array([-2, 2*log - 3, -log**2 + 3*log - 8 + pi**2/6])


space, time = expanded(L), expanded(L - 1j*pi)
assert np.max(abs(laurent(space_data*np.exp(-nodes*L)) - space)) < 2e-4
assert np.max(abs(laurent(time_data*np.exp(-nodes*L)) - time)) < 2e-4

pref = alpha/(4*pi)
ratio_shift = pi*alpha/2
limit = laurent(2*(time_data.real - space_data))
assert np.max(abs(limit[:2])) < 2e-4
assert abs(pref*limit[2].real - ratio_shift) < 1e-6

e_small = -0.01
truncated = -2/e_small**2 - 3/e_small - 8 + pi**2/6
assert abs(bracket(e_small) - truncated) < 0.5

print(f"largest relative numerator error, d=4,6,8: {numerator_error:.1e}")
print(f"vertex ultraviolet pole, coefficient of 1/eps: {uv_pole:.4f}")
print(f"bracket at eps=-0.4, closed form: {bracket(-0.4):.8f}")
print(f"bracket at eps=-0.4, quadrature: {parametric(-0.4)[0]:.8f}")
im_closed = (bracket(-0.4)*np.exp(-0.4j*pi)).imag
print(f"timelike Im at eps=-0.4, closed form: {im_closed:.8f}")
print(f"timelike Im at eps=-0.4, particle cut: {cut(-0.4):.8f}")
print("Laurent coefficients at |q^2| = mu^2 (dimensionless):")
for i, name in enumerate(("1/eps^2", "1/eps", "finite")):
    print(f"  spacelike {name}: quadrature {space_fit[i].real:.5f},"
          f" formula {space_formula[i]:.5f}")
for i, name in enumerate(("1/eps^2", "1/eps", "finite")):
    print(f"  timelike {name}: cut+dispersion {time_fit[i]:.5f},"
          f" formula {complex(time_formula[i]):.5f}")
print(f"bracket at eps=-0.01, closed form: {bracket(e_small):.5f}")
print(f"bracket at eps=-0.01, truncated series: {truncated:.5f}")
print(f"example Q = sqrt(s): {Q:.1f} GeV")
print(f"example mu: {mu:.1f} GeV")
print(f"1/alpha: {1/alpha:.4f}")
print(f"alpha/(4 pi): {pref:.6e}")
print(f"L = ln(Q^2/mu^2): {L:.5f}")
print(f"example double pole coefficient, both regions: {space[0]:.1f}")
print(f"example spacelike 1/eps coefficient: {space[1]:.5f}")
print(f"example timelike 1/eps coefficient: {time[1]:.5f}")
print(f"example spacelike finite part: {space[2]:.5f}")
print(f"example timelike finite part: {time[2]:.5f}")
print(f"spacelike finite part times alpha/(4 pi): {pref*space[2]:.6f}")
print(f"timelike Re finite times alpha/(4 pi): {pref*time[2].real:.6f}")
print(f"timelike Im finite times alpha/(4 pi): {pref*time[2].imag:.6f}")
print(f"|F(s)|^2/|F(-s)|^2 - 1 at order alpha: {ratio_shift:.6f}")
print(f"same shift in percent: {100*ratio_shift:.4f} %")
print("success")
```

It prints:

```
largest relative numerator error, d=4,6,8: 2.7e-15
vertex ultraviolet pole, coefficient of 1/eps: 1.0000
bracket at eps=-0.4, closed form: -9.43694510
bracket at eps=-0.4, quadrature: -9.43694510
timelike Im at eps=-0.4, closed form: 8.97506813
timelike Im at eps=-0.4, particle cut: 8.97506813
Laurent coefficients at |q^2| = mu^2 (dimensionless):
  spacelike 1/eps^2: quadrature -2.00000, formula -2.00000
  spacelike 1/eps: quadrature -3.00000, formula -3.00000
  spacelike finite: quadrature -6.35506, formula -6.35507
  timelike 1/eps^2: cut+dispersion -2.00000+0.00000j, formula -2.00000+0.00000j
  timelike 1/eps: cut+dispersion -3.00000-6.28319j, formula -3.00000-6.28319j
  timelike finite: cut+dispersion 3.51454-9.42478j, formula 3.51454-9.42478j
bracket at eps=-0.01, closed form: -19706.27689
bracket at eps=-0.01, truncated series: -19706.35507
example Q = sqrt(s): 100.0 GeV
example mu: 10.0 GeV
1/alpha: 137.0360
alpha/(4 pi): 5.807049e-04
L = ln(Q^2/mu^2): 4.60517
example double pole coefficient, both regions: -2.0
example spacelike 1/eps coefficient: 6.21034
example timelike 1/eps coefficient: 6.21034-6.28319j
example spacelike finite part: -13.74715
example timelike finite part: -3.87754+19.51036j
spacelike finite part times alpha/(4 pi): -0.007983
timelike Re finite times alpha/(4 pi): -0.002252
timelike Im finite times alpha/(4 pi): 0.011330
|F(s)|^2/|F(-s)|^2 - 1 at order alpha: 0.011463
same shift in percent: 1.1463 %
success
```
